# Why the self-diffusion activation energy is not the migration barrier

An atom in a crystal that diffuses by vacancies can jump only when a vacancy is beside it. In thermal equilibrium the number of vacancies itself grows with temperature, so the measured activation energy contains the energy to form a vacancy as well as the barrier for moving it. For vacancies of charge $q$ (in units of the elementary charge) the result is

$$Q\equiv-\frac{d\ln D}{d\beta}=\sum_q w_q\left[E_f^q(\mu^*)+E_m^q\right],\qquad \mu^*=\mu-T\frac{d\mu}{dT}. \tag{1}$$

Here $D$ is the self-diffusion coefficient, $\beta=1/kT$, $E_m^q$ is the migration barrier, and $w_q$ is the fraction of $D$ carried by charge state $q$. The formation energy is

$$E_f^q(\mu)=E_f^q(0)+q\mu, \tag{2}$$

with the Fermi level $\mu$ measured from the valence-band top. Doping changes $\mu$ and $\mu^*$, and through them both $D$ and $Q$, even though no barrier changes.

The setting is an elemental semiconductor with the diamond structure, dilute equilibrium vacancies, and a band gap and defect energies that do not depend on temperature. Energies are in eV.

## A counter-example

Take round model parameters: gap $E_g=1.2$ eV, both band masses equal to the electron mass, cubic lattice constant $a=0.5$ nm, attempt frequency $\nu=10^{13}$ s$^{-1}$. The vacancy has two charge states:

- neutral: $E_f=3.0$ eV, $E_m=0.4$ eV, spin degeneracy $g=1$;
- negative: $E_f(0)=3.4$ eV, $E_m=0.3$ eV, $g=2$.

Let the crystal be n-type, with a net density $N=10^{19}$ cm$^{-3}$ of ionized donors. At 1200 K, $kT=0.1034$ eV and charge neutrality gives $\mu=0.892$ eV. The negative vacancy then costs $3.4-0.892=2.508$ eV, and its fraction of sites is

$$x_-=2\,e^{-2.508/0.1034}\approx5.9\times10^{-11}.$$

Its jump rate to one given neighbour is $\Gamma_-=10^{13}\,e^{-0.3/0.1034}\approx5.5\times10^{11}$ s$^{-1}$. With the geometric factor $a^2/16=1.56\times10^{-16}$ cm$^2$, derived below,

$$D\approx(1.56\times10^{-16})(5.9\times10^{-11})(5.5\times10^{11})\approx5.0\times10^{-15}\ \text{cm}^2/\text{s}.$$

The neutral vacancy adds less than 0.2 % of the total.

Now heat the crystal from 1100 to 1300 K, which lowers $\beta$ by 1.623 eV$^{-1}$. If the activation energy were the barrier, $D$ would grow by $e^{0.3\times1.623}=1.63$. It actually grows from $6.37\times10^{-16}$ to $2.89\times10^{-14}$ cm$^2$/s, a factor of 45. The slope is

$$Q\approx\frac{\ln 45.4}{1.623\ \text{eV}^{-1}}=2.35\ \text{eV}.$$

Adding the formation energy at the actual Fermi level does not repair the account: $2.51+0.30=2.81$ eV is too large by 0.46 eV. The reason is that $\mu$ falls on heating. This raises the cost of a negative vacancy and makes the vacancy population grow more slowly than it would at fixed $\mu$. Equation (1) accounts for this through $\mu^*=1.35$ eV:

$$Q\approx(3.4-1.35)+0.30=2.35\ \text{eV}.$$

## Proof of the general statement

**Concentration.** Let $N_q$ vacancies of charge $q$ be spread over $N_s$ sites. The removed atoms rejoin the same crystal, so no separate atomic chemical potential enters. A vacancy of charge $q$ has taken $-q$ electrons from a reservoir at $\mu$, which contributes $-\mu(-q)=+q\mu$, as in equation (2). The free energy to be minimized is

$$\Phi=\sum_q N_q\left[E_f^q(\mu)-kT\ln g_q\right]-kT\ln\frac{N_s!}{(N_s-\sum_q N_q)!\,\prod_q N_q!}.$$

By Stirling's formula, the derivative of the last logarithm with respect to $N_q$ is $\ln[(N_s-\sum N_q)/N_q]\approx-\ln x_q$, where $x_q=N_q/N_s\ll1$. Setting $\partial\Phi/\partial N_q=0$ gives

$$x_q=g_q\,e^{-\beta E_f^q(\mu)}. \tag{3}$$

**Jump rate.** Treat the jump classically along one coordinate of mass $m$, in a well of stiffness $K$. The one-way rate is the probability density at the saddle times the thermal average of the velocity with negative values counted as zero, $\sqrt{kT/2\pi m}$:

$$\Gamma_q=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\beta E_m^q}}{\sqrt{2\pi kT/K}}=\nu\,e^{-\beta E_m^q},\qquad \nu=\frac1{2\pi}\sqrt{\frac Km}. \tag{4}$$

The denominator is the Boltzmann integral over the harmonic well. If the charge stays fixed during the jump, $q\mu$ is the same in the well and at the saddle and cancels, so $E_m^q$ does not depend on the Fermi level. The harmonic well is an approximation: for a cosine barrier of 0.3 eV at 1200 K, the slope of the full one-dimensional rate is 0.289 eV.

**From jumps to diffusion.** Each atom has four neighbours, so it jumps at the rate $R=4\sum_q x_q\Gamma_q$. The jump length $d$ obeys $d^2=3a^2/16$. Successive jumps $\mathbf r_i$ are correlated, because just after a jump the vacancy is still behind the atom and may take it back. By the threefold symmetry about the jump axis, the mean next jump is $c\,\mathbf r_i$, with $c$ the mean cosine. The last jump also fixes where the vacancy starts, so the argument can be iterated: $\langle\mathbf r_i\cdot\mathbf r_{i+m}\rangle=c^m d^2$. For many jumps $n$,

$$\langle R_n^2\rangle=nd^2\left(1+2\sum_{m\ge1}c^m\right)=f\,nd^2,\qquad f=\frac{1+c}{1-c},$$

where $\mathbf R_n$ is the total displacement. With $n=Rt$ and $D=\langle R_n^2\rangle/6t$,

$$D=\frac{f d^2}{6}\,4\sum_q x_q\Gamma_q=\frac{f a^2}{8}\sum_q x_q\Gamma_q. \tag{5}$$

**The value of $f$.** Hold the atom at site 0 of a periodic cell of $N_s$ sites containing one vacancy. The cell is taken to keep the tetrahedral symmetry of the lattice, as an $L\times L\times L$ repetition of the primitive or cubic cell does; the finite-size formula below needs this. Let $h(s)$ be the mean scalar product of the atom's next jump with its previous one when the vacancy is at $s$, and set $h(0)=0$. Let $p_j$ be the scalar product if the next jump goes to neighbour $j$. The vacancy chooses each of its four neighbours with probability 1/4, so

$$h(s)-\tfrac14\sum_{s'\,\text{next to}\,s}h(s')=\tfrac14p_s,$$

with $p_s=0$ unless $s$ is a neighbour of 0. The equation also holds at $s=0$, since tetrahedral symmetry makes the sum of $h$ over the four neighbours vanish. For the same reason $\sum_jp_j=0$.

Solve it with the lattice function $G$ that obeys the same equation with the right-hand side $1-1/N_s$ at its source and $-1/N_s$ elsewhere. Call its values $G_0,G_1,G_2$ at the source, its nearest and its second neighbours. A nearest neighbour of the source is surrounded by the source and three second neighbours. The equations at these two kinds of site are therefore

$$G_0-G_1=1-\frac1{N_s},\qquad G_1-\frac{G_0+3G_2}{4}=-\frac1{N_s}.$$

Four times the second equation reads $3(G_1-G_2)-(G_0-G_1)=-4/N_s$, so $G_1-G_2=\frac13(1-5/N_s)$. Adding the first equation gives $G_0-G_2=\frac43(1-2/N_s)$.

The solution is $h(s)=\frac14\sum_jp_jG(s,j)$, which vanishes at $s=0$ as required. Just after a jump the vacancy is at the neighbour $b$ that the atom came from, and $p_b=-d^2$. The other three neighbours of the atom are second neighbours of $b$, and their $p_j$ add up to $-p_b$. Hence

$$c=\frac{h(b)}{d^2}=\frac{p_b(G_0-G_2)}{4d^2}=-\frac13\left(1-\frac2{N_s}\right),\qquad f=\frac{N_s+1}{2N_s-1}\to\frac12.$$

In a large crystal the prefactor in equation (5) is thus $a^2/16$. Jump directions do not depend on the charge state, so $f$ is the same when the vacancy switches charge between jumps. A kinetic Monte Carlo simulation with such switching agrees with equation (5), using $f$ of the finite cell, to within the 2 % allowed for sampling noise.

**The slope.** Insert equations (3) and (4) into equation (5):

$$D=\frac{fa^2\nu}{8}\sum_q g_q\exp\left\{-\beta\left[E_f^q(0)+E_m^q\right]-q\,\beta\mu\right\}.$$

The prefactor is independent of temperature. Differentiating the logarithm weights each exponent's derivative by that term's share of the sum, which is $w_q$:

$$Q=\sum_qw_q\left[E_f^q(0)+E_m^q+q\,\frac{d(\beta\mu)}{d\beta}\right].$$

Since $d\beta/\beta=-dT/T$, the last derivative is $\mu+\beta\,d\mu/d\beta=\mu-T\,d\mu/dT=\mu^*$. This proves equation (1). Geometrically, $\mu^*$ is where the tangent to the curve $\mu(T)$ meets $T=0$. If $\mu$ is held fixed, $\mu^*=\mu$ and the sum with the actual Fermi level is correct.

## How doping sets $\mu^*$

Let the net doping $N$ be fixed and fully ionized, the carriers nondegenerate, and the vacancy charge negligible in the neutrality condition. With effective band densities $N_c,N_v\propto T^{3/2}$,

$$n=N_ce^{\beta(\mu-E_g)},\qquad p=N_ve^{-\beta\mu},\qquad np=n_i^2=N_cN_ve^{-\beta E_g}.$$

Write $n=n_ie^y$ and $p=n_ie^{-y}$. Comparing with the expression for $n$ gives $\beta\mu=\beta E_g/2+\frac12\ln(N_v/N_c)+y$, where the logarithm is constant. Neutrality, $n-p=N$, gives $\sinh y=N/2n_i$. Differentiate this with $d\ln n_i/d\beta=-(E_g/2+3kT/2)$:

$$\cosh y\,\frac{dy}{d\beta}=\sinh y\left(\frac{E_g}2+\frac{3kT}2\right).$$

Because $\tanh y=(n-p)/(n+p)$,

$$\mu^*=\frac{E_g}2+\frac{n-p}{n+p}\left(\frac{E_g}2+\frac{3kT}2\right). \tag{6}$$

The limits are midgap for an undoped crystal, $E_g+3kT/2$ for strong n-type doping and $-3kT/2$ for strong p-type doping. At 1200 K the model gives:

| $N$ (cm$^{-3}$) | $\mu$ (eV) | $\mu^*$ (eV) | $D$ (cm$^2$/s) | $Q$ (eV) |
|---|---|---|---|---|
| $-10^{19}$ | 0.31 | −0.15 | $2.6\times10^{-17}$ | 3.71 |
| 0 | 0.60 | 0.60 | $3.1\times10^{-16}$ | 3.11 |
| $10^{18}$ | 0.68 | 1.08 | $6.4\times10^{-16}$ | 2.63 |
| $10^{19}$ | 0.89 | 1.35 | $5.0\times10^{-15}$ | 2.35 |

The activation energy spans 1.36 eV, while the two barriers differ by 0.1 eV. In the p-type crystal the neutral vacancy carries about a third of the transport, so $Q$ is a weighted mean of the two charge states.

In the table, $\mu^*$ comes from equation (6), while the values of $Q$ are numerical slopes found with Fermi–Dirac carriers and with the vacancy charge included. For the strongest n-type doping, equations (1) and (6) give a value 0.003 eV higher. With Boltzmann carriers the difference falls below $10^{-4}$ eV, so it comes from the slight degeneracy of the electrons.

At fixed temperature, equation (3) makes $x_-$ proportional to $e^{\beta\mu}$, and hence to $n$ for nondegenerate electrons. Going from the undoped to the strongly n-type crystal raises $n$ by a factor of 16.6 and $x_-$ by a factor of 16.8; the small mismatch is again degeneracy. The total $D$ rises by a factor of 16.4, since the neutral part does not change.

This rise is far smaller than the drop in $Q$ alone would suggest, because the apparent Arrhenius prefactor changes too. For the negative vacancy, $E_f^-(\mu)=E_f^-(\mu^*)+(\mu^*-\mu)$. The prefactor read from the tangent therefore carries the factor $e^{-(\mu^*-\mu)/kT}=e^{-0.458/0.1034}\approx0.012$, whereas in the undoped crystal this factor is $(N_v/N_c)^{1/2}$, equal to 1 for the equal masses of the model. The drop of 0.76 eV in $Q$ alone would give $e^{0.759/0.1034}\approx1.5\times10^3$, and multiplying by 0.012 leaves about 18. The rest of the way to 16.4 comes from the neutral vacancy, whose 3 % share of the transport raises the tangent prefactor of the undoped crystal by about 11 %.

## When the barrier is nearly the answer

Suppose the total number of vacancies is frozen, for instance because the temperature changes too quickly for vacancies to form or disappear, while their charge states still follow $\mu$. Then $D$ is proportional to $\sum_qx_q\Gamma_q/\sum_qx_q$. With $s_q=x_q/\sum_{q'}x_{q'}$, the denominator subtracts $\sum_qs_qE_f^q(\mu^*)$ from the slope:

$$Q_{\text{frozen}}=\sum_qw_qE_m^q+\sum_q(w_q-s_q)E_f^q(\mu^*).$$

If one charge state dominates both the population and the transport, $w_q\approx s_q$ and the slope is close to its barrier. In the strongly n-type crystal it is 0.298 eV, against a barrier of 0.3 eV. The barrier thus describes how fast existing vacancies move, whereas equilibrium self-diffusion also depends on how many there are.

Equation (1) needs a change if the defect energies vary with temperature: each energy $E$ is then replaced by $d(\beta E)/d\beta=E-T\,dE/dT$, by the same step that turned $\mu$ into $\mu^*$. For a temperature-dependent gap, equation (6) needs the same change: $E_g$ is replaced by $E_g-T\,dE_g/dT$ in both places. It fails for strongly degenerate carriers and for incompletely ionized dopants.

## Numbers as computed

```
gap 1.2 eV, lattice constant 0.5 nm
site density 6.40e+22 cm^-3, attempt frequency 1e+13 1/s
formation energies at mu=0: neutral 3.0, negative 3.4 eV
barriers: neutral 0.4, negative 0.3 eV
spin degeneracies: neutral 1, negative 2
temperature 1200 K, kT 0.1034 eV, 3kT/2 0.1551 eV
effective band density 2.008e+20 cm^-3
slope of flux over the 0.3 eV cosine barrier 0.2893 eV
correlation factor, cell of 128 sites: 0.50588
correlation factor, cell of 1024 sites: 0.50073
Monte Carlo / formula for D: 1.0008
net doping -1e+19 cm^-3:
  mu 0.3080 eV, mu_star (closed form) -0.1496 eV
  n 3.600e+16 cm^-3, p 1.004e+19 cm^-3
  D 2.595e-17 cm^2/s, negative transport share 0.6836
  Q numerical 3.7092 eV, Q closed form 3.7091 eV
  sum with E_f at actual mu (fixed mu) 3.3945 eV
net doping 0e+00 cm^-3:
  mu 0.6000 eV, mu_star (closed form) 0.6000 eV
  n 6.058e+17 cm^-3, p 6.058e+17 cm^-3
  D 3.070e-16 cm^2/s, negative transport share 0.9733
  Q numerical 3.1080 eV, Q closed form 3.1080 eV
  sum with E_f at actual mu (fixed mu) 3.1080 eV
net doping 1e+18 cm^-3:
  mu 0.6779 eV, mu_star (closed form) 1.0804 eV
  n 1.285e+18 cm^-3, p 2.853e+17 cm^-3
  D 6.430e-16 cm^2/s, negative transport share 0.9872
  Q numerical 2.6293 eV, Q closed form 2.6296 eV
  sum with E_f at actual mu (fixed mu) 3.0269 eV
net doping 1e+19 cm^-3:
  mu 0.8920 eV, mu_star (closed form) 1.3496 eV
  n 1.004e+19 cm^-3, p 3.600e+16 cm^-3
  D 5.042e-15 cm^2/s, negative transport share 0.9984
  Q numerical 2.3494 eV, Q closed form 2.3521 eV
  sum with E_f at actual mu (fixed mu) 2.8089 eV
strong n-type, doping 1e19 cm^-3:
  negative E_f at mu 2.5080 eV
  negative E_f at mu_star 2.0504 eV
  site fractions: neutral 2.515e-13, negative 5.861e-11
  negative vacancies relative to intrinsic 16.845
  n relative to intrinsic 16.567
  total D relative to intrinsic 16.421
  slope with frozen vacancy population 0.2976 eV
  D at 1100 K 6.372e-16, at 1300 K 2.893e-14 cm^2/s
  growth of D 45.41, two-point slope 2.3510 eV
  growth from barrier alone 1.627
```
